# Choosing k Points and Bands for Shirley Interpolation in One Dimension

## The question behind the setting

An electron in a crystal has energies $E_n(k)$ that are needed at many wave vectors: for a density of states, an optical spectrum or an effective mass. A full diagonalization at each $k$ repeats nearly the same work, because the periodic part of the wave function changes smoothly with $k$. One way to avoid this is to solve the full problem at a few points and build a small basis from the results. The user chooses the sampled points, the number of bands kept at each, and a threshold for discarding redundant functions.

Two choices are compared here. Shirley's reduced basis combines periodic functions from several points, including both equivalent zone edges. The Gamma-only k.p basis takes more bands, all from $k=0$. The number of basis functions is held equal.

## The Hamiltonian for the periodic part

Consider one electron in a local, real potential $V(x)$ of period $a$, without electron interaction or spin-orbit coupling. Write $\psi_{nk}=e^{ikx}u_{nk}$, with $u_{nk}$ periodic. Since

$$-i\frac{d}{dx}\left(e^{ikx}u\right)=e^{ikx}\left(-i\frac{d}{dx}+k\right)u,$$

applying the derivative twice and cancelling $e^{ikx}$ gives

$$H(k)u_{nk}=E_n(k)u_{nk},\qquad H(k)=C\left(-i\frac{d}{dx}+k\right)^2+V,$$

with $C=\hbar^2/2m$ and $m$ the free-electron mass. Define $G_0=2\pi/a$, $q=k/G_0$ and $K=CG_0^2$. In the plane waves $e^{ijG_0x}/\sqrt a$, with integer $j$,

$$H_{jj'}(q)=K(j+q)^2\delta_{jj'}+V_{j-j'} .$$

Expanding the square, with $J$ the diagonal matrix of the integers $j$,

$$H(q)=H(0)+2KqJ+Kq^2 .$$

This polynomial is complete because $V$ is local. A nonlocal pseudopotential becomes $e^{-ikx}V_{\rm nl}e^{ikx}$ when it acts on $u$, which adds a further dependence on $k$.

## Why the two edges are different samples

The points $k$ and $k+G_0$ label the same Bloch state. Equating $e^{ikx}u_{nk}$ with $e^{i(k+G_0)x}u_{n,k+G_0}$ gives, up to a constant phase,

$$u_{n,k+G_0}=e^{-iG_0x}u_{nk}.$$

The energies agree but the periodic functions do not. Setting $k=-\pi/a$ and solving for the function at the lower edge,

$$u_{n,-\pi/a}=e^{iG_0x}u_{n,\pi/a},\qquad c^{(-)}_j=c^{(+)}_{j-1},$$

where $c_j$ are plane-wave coefficients. The second edge thus costs a shift of coefficients and no further diagonalization.

## Building the reduced basis

1. Solve the full problem at $k=0$ and $k=\pi/a$, and keep the lowest $N$ functions at each.
2. Shift the edge coefficients to obtain the functions at $-\pi/a$.
3. Put all $3N$ coefficient vectors into the columns of a matrix $A$ and orthonormalize them.
4. Project $H(0)$ and $J$ once.
5. Diagonalize the small matrix at every wanted $k$.

For step 3, let $S=A^\dagger A$ be the overlap matrix, with orthonormal eigenvectors $y_i$ and eigenvalues $s_i^2$. The vectors $b_i=Ay_i/s_i$ satisfy

$$b_i^\dagger b_l=\frac{y_i^\dagger Sy_l}{s_is_l}=\frac{s_l^2\,\delta_{il}}{s_is_l}=\delta_{il}.$$

Directions with very small $s_i^2$ are nearly redundant and are dropped. The remaining $M\le3N$ vectors form $B$. A singular-value decomposition of $A$ yields the same vectors with less rounding error, since it avoids forming $S$.

Because $B^\dagger B=1$, step 4 gives

$$h(q)=h_0+qh_1+Kq^2,\qquad h_0=B^\dagger H(0)B,\qquad h_1=2KB^\dagger JB .$$

The Gamma-only calculation uses the same formulas, with the lowest $M$ eigenvectors of $H(0)$ as the columns of $B$.

## What is guaranteed, and what is not

"Exact" below means equal to the full plane-wave result.

**Upper bounds.** The $n$th eigenvalue of $H(k)$ is the minimum, over all $n$-dimensional subspaces, of the largest expectation value in the subspace. A reduced basis permits fewer subspaces, so the minimum cannot fall:

$$E_n^{\rm red}(k)\ge E_n(k).$$

**Exact sampled points.** Suppose that the basis contains the lowest $N$ eigenfunctions at $k_0$. Since $H(k_0)u_n=E_nu_n$, these functions do not couple to the rest of the basis. The rest is orthogonal to them, so its energies are at least $E_{N+1}$. The lowest $N$ reduced energies are therefore exact at $k_0$. For Shirley's set this holds at $0$ and $\pm\pi/a$, apart from any discarded part. For the Gamma-only set it holds at $k=0$, but for all $M$ bands. A user who needs many high bands at Gamma itself gains from that choice.

**Between samples.** Let $P$ project onto the basis, and let $d=u-Pu$ be the missing part of the normalized exact function. Because $(H-E)u=0$,

$$\langle Pu|H-E|Pu\rangle=\langle u-d|H-E|u-d\rangle=\langle d|H-E|d\rangle .$$

The norm of $Pu$ squared is $1-\|d\|^2$. The variational principle then gives, for the lowest band,

$$0\le E_1^{\rm red}-E_1\le\frac{\langle d|H-E_1|d\rangle}{1-\|d\|^2}.$$

The energy error is quadratic in the missing part. Near a sampled point $d$ grows at most linearly with $k-k_0$, so the error starts as $(k-k_0)^2$.

The same bound guides the threshold. If the largest dropped eigenvalue is $\eta$, each sampled function loses a squared norm of at most $\eta$. The lowest-band error at that point is then at most about $\eta(E_{\max}-E_1)$, where $E_{\max}$ is the highest energy of the full basis. To keep the same guarantee at a higher cutoff, the threshold must be lowered. The actual error may be much smaller than this bound, since the discarded part need not have an energy near $E_{\max}$.

## The effective mass and the omitted bands

Let band $n$ be nondegenerate at Gamma. In the eigenvectors of $h_0$, second-order perturbation theory gives

$$E_n(q)=E_n+q(h_1)_{nn}+q^2\left[K+\sum_{l\ne n}\frac{|(h_1)_{ln}|^2}{E_n-E_l}\right]+\dots$$

For a real potential the eigenfunction can be chosen real, so its mean momentum $(h_1)_{nn}$ vanishes. The mass is defined by $E_n(k)=E_n+(\hbar^2/2m^*)k^2=E_n+Kq^2(m/m^*)$. Comparing coefficients,

$$\frac{m}{m^*_n}=1+\frac1K\sum_{l\ne n}\frac{|(h_1)_{ln}|^2}{E_n-E_l}.$$

A Gamma-only basis omits every band $r>M$. For $n\le M$ these terms are negative, so omitting them makes $m/m^*$ too large by

$$\delta\left(\frac{m}{m^*_n}\right)=\frac1K\sum_{r>M}\frac{|(h_1)_{rn}|^2}{E_r-E_n}.$$

To see which potentials make this large, use $p=-i\hbar\,d/dx$ and $[p,H(0)]=-i\hbar V'$. Taking the matrix element between $r$ and $n$,

$$p_{rn}(E_n-E_r)=-i\hbar V'_{rn}\quad\Rightarrow\quad |p_{rn}|=\frac{\hbar|V'_{rn}|}{E_r-E_n}.$$

Since $p=\hbar G_0J$, one has $h_1=2Kp/(\hbar G_0)$. Substitution, with $K/G_0^2=C$, gives

$$\delta\left(\frac{m}{m^*_n}\right)=4C\sum_{r>M}\frac{|V'_{rn}|^2}{(E_r-E_n)^3}.$$

Remote bands oscillate rapidly. They matter when the force $-V'$ has components of short wavelength, as it has near a sharp ionic core.

**The free-electron limit.** Let $V$ tend to zero and take $N=3$. Gamma supplies the waves $j=0,\pm1$. At $+\pi/a$ the third function is a mixture of the degenerate waves $j=1$ and $j=-2$, and at $-\pi/a$ it is a mixture of $j=-1$ and $j=2$. Together they span the five waves $j=0,\pm1,\pm2$, so the nine sampled functions have rank five. The lowest five Gamma functions span the same space, and both bases give the lowest three bands exactly throughout the zone. The difference between the methods thus comes from the potential.

## A sharp well worked through

Take a model crystal with $a=0.5$ nm and one Gaussian well per cell, of depth $V_0=30$ eV and standard width $w=0.015$ nm. Then $C=0.03810$ eV nm$^2$ and

$$K=C\left(\frac{2\pi}{0.5\ \mathrm{nm}}\right)^2=6.016\ \mathrm{eV}.$$

The sum over cells turns the Fourier integral over one cell into an integral over the whole line:

$$V_j=-\frac{V_0w\sqrt{2\pi}}a\,e^{-(jG_0w)^2/2}.$$

The well area is $V_0w\sqrt{2\pi}=1.128$ eV nm. The full basis has 81 plane waves. At $q=0.3$, enlarging it to 121 changes the lowest three energies by at most $3\times10^{-12}$ eV. An independent integration of the Schrödinger equation across one cell reproduces $\cos ka$ at these energies to $2\times10^{-11}$.

With $N=3$, the overlap eigenvalues run from 3.00 down to $2.5\times10^{-9}$. The threshold is $10^{-12}$, so all nine functions are kept. The largest errors over 81 points of the whole zone are:

| Band | Shirley, meV | Gamma-only, meV |
|---|---:|---:|
| 1 | 0.0001 | 6.29 |
| 2 | 0.0004 | 0.080 |
| 3 | 0.013 | 1.69 |

The lowest band rises from $-5.7515$ eV at Gamma to $-5.6451$ eV at the edge, a width of 106 meV. The Gamma-only error of 6.29 meV is small beside the depth of the band but is 5.9% of its width.

The mass formula explains most of this error. The full calculation gives $m/m^*=0.1673$ and the Gamma-only basis gives 0.1712. Integrating the force in real space gives an omitted contribution of 0.00392, in agreement with the difference. Extended to the edge, $q=1/2$, the quadratic law predicts

$$Kq^2\,\delta(m/m^*)=6.016\times0.25\times0.00392\ \mathrm{eV}=5.9\ \mathrm{meV},$$

against the computed 6.3 meV. In terms of the mass itself, $m^*=5.98\,m$ becomes $5.84\,m$, an error of 2.3%. The Shirley basis reproduces $m/m^*$ for this band to all six printed decimals, although it holds only three functions from Gamma.

The quadratic law does not extend to the edge for band 2. There $\delta(m/m^*)=0.00062$ would give 0.9 meV at $q=1/2$, whereas the computed error is only 0.003 meV. A possible reason is that the edge state has a node at the well and feels little of the sharp force. An odd sine wave has the first-order energy

$$\frac K4-\frac{V_0w\sqrt{2\pi}}a\left[1-e^{-(G_0w)^2/2}\right]=1.504-0.040=1.464\ \mathrm{eV},$$

close to the computed 1.460 eV. The computed edge state does vanish at the well centre, as does that of band 4. Their Gamma-only errors at the edge, 0.003 and 0.029 meV, lie far below the 6.3, 1.7 and 2.6 meV of bands 1, 3 and 5, which have no node there. For a well broadened to $w=0.06$ nm at the same area the contrast largely disappears: bands 3 and 4 then have errors of 0.0036 and 0.0038 meV. This supports the link without deriving it.

## Choosing the settings

**Sampled points.** Include both edges if the interpolated bands will be used on both sides of Gamma. A set from $0$ and $+\pi/a$ alone, with five bands at each and hence ten functions, has errors of 1.38, 0.0002 and 0.40 meV at $-\pi/a$ for bands 1 to 3. The two-edge set has nine functions and is exact there. The one-edge bands therefore fail to join at the zone boundary, where the true energies are equal.

There is an alternative in this model. A real potential gives $E_n(-k)=E_n(k)$, so one may evaluate only $0\le k\le\pi/a$ and reflect the result. The one-edge set is exact at both ends of that interval. Inside the interval the ten one-edge functions give largest errors of 0.021, 0.0017 and 0.0029 meV for bands 1 to 3, against 0.0001, 0.0004 and 0.013 meV for the nine two-edge functions. The one-edge set is thus better for band 3 and worse for bands 1 and 2. It also improves slowly with $N$: its largest error is 0.030 meV at $N=4$ and 0.021 meV at $N=5$.

**Number of bands.** Three bands at each sampled point already hold the error of the three wanted bands to 0.013 meV here. In this one-dimensional model, keeping one band more than will be used gives a much smaller error. In the example the highest sampled band is the least accurate. With the well fixed, and the largest error taken over bands 1 to 3:

| $N$ | Functions | Shirley, meV | Gamma-only, meV |
|---:|---:|---:|---:|
| 3 | 9 | $1.3\times10^{-2}$ | 6.3 |
| 4 | 12 | $1.2\times10^{-5}$ | 2.1 |
| 5 | 14 | about $10^{-7}$ | 0.76 |

The fourth band reduces the Shirley error about a thousandfold. The Gamma-only errors at 12 and 14 functions are practically those already reached with 11 and 13. At $N=5$ one of the fifteen functions falls below the threshold. Keeping it would lower the Shirley error four- to fivefold, so the value in the table reflects the threshold as well as the sampling.

**Gamma-only size.** To match the largest Shirley error at $N=3$, the Gamma-only basis needs 21 functions instead of nine (20 come within about 1% of the target). With a dense solver it saves one full diagonalization, since Shirley's set needs two. With an iterative solver, whose cost grows with the number of bands, it needs about 20 eigenvectors against six, and the saving may vanish. The smaller matrix counts when many $k$ points are wanted.

**Sharpness of the potential.** Broadening the well at fixed area and $N=3$ shows how far the preference depends on the core:

| $w$, nm | Functions | Shirley, meV | Gamma-only, meV |
|---:|---:|---:|---:|
| 0.015 | 9 | $1.3\times10^{-2}$ | 6.3 |
| 0.03 | 9 | $6.6\times10^{-4}$ | 0.35 |
| 0.06 | 9 | $4.3\times10^{-6}$ | $3.6\times10^{-3}$ |
| 0.12 | 7 | below $10^{-6}$ | $2\times10^{-4}$ |

The Gamma-only error falls at each broadening, as the force formula leads one to expect. For a wave with $j=5$, the Gaussian factor in $V_j$ is 0.64 at $w=0.015$ nm and 0.0008 at $w=0.06$ nm. Shirley's basis remains more accurate in all four cases. For the two broadest wells, however, both errors are far below a meV, and the choice has little practical effect on these three bands. Four wells of one shape do not establish the ordering for every potential.

## Carrying the guidance to real crystals

A period of 0.5 nm is of the usual order for a crystal lattice. The well is a stand-in for a sharp core and is not the pseudopotential of any element. The 6.3 meV Gamma-only error is about a quarter of the thermal energy at room temperature, $k_BT\approx26$ meV. The Fermi function is nowhere steeper than $1/(4k_BT)$, so at a fixed chemical potential this error changes the occupation of an edge state by at most about 0.06, and the filling of the whole band by less. The Shirley errors are negligible on that scale.

The derivation assumed a local potential. With a nonlocal pseudopotential, the additional term must be projected at each $k$ or interpolated separately; leaving it fixed at its Gamma value destroys the exactness at the edges. The resulting shift depends on the pseudopotential, and this model cannot size it. In three dimensions the equivalent corners of the sampled cell can take the place of the two edges. The bands are then exact at the corners, but in general not on the rest of the zone faces, so they need not join exactly across opposite faces. The small errors found above do not carry over to higher dimension. On a square lattice of period 0.5 nm with two Gaussian wells per cell (depths 30 and 20 eV, width 0.06 nm), sampling Gamma and the four corners with $N=3$ gives 15 functions. At $q=(\pm0.5,\,0.2)$ the lowest three bands are in error by 12 to 87 meV, and band 3 errs by 87 meV on one face and 31 meV on the other. The numbers of points and of bands must both be found by convergence, and the ordering of the two methods is shown here only in one dimension. Accurate interpolation also reproduces any error of the underlying electronic-structure method, so it does not bring the bands closer to experiment. The numerical output also lists the band energies at three wave vectors and the root-mean-square errors.

## Values computed for the example and the checks

```
period 0.5 nm, well depth 30.0 eV, well width 0.015 nm
well area 1.12798 eV nm, C 0.0380998 eV nm^2, K 6.01648 eV
plane waves 81, k points in error scan 81
cutoff error at q=0.3: 3.0e-12 eV
transfer-matrix mismatch in cos(ka): 2.3e-11
overlap eigenvalues: 3.00e+00 2.75e+00 2.60e+00 3.77e-01 2.75e-01 1.12e-03 3.59e-05 3.26e-07 2.50e-09
functions kept, both bases: 9
k=0 full bands 1-3 (eV): -5.751546 2.996106 5.844675
k=0 Shirley bands 1-3 (eV): -5.751546 2.996106 5.844675
k=0 Gamma-only bands 1-3 (eV): -5.751546 2.996106 5.844675
k=pi/(2a) full bands 1-3 (eV): -5.699484 2.052931 7.731818
k=pi/(2a) Shirley bands 1-3 (eV): -5.699484 2.052931 7.731821
k=pi/(2a) Gamma-only bands 1-3 (eV): -5.697972 2.053011 7.731987
k=pi/a full bands 1-3 (eV): -5.645123 1.459772 10.276434
k=pi/a Shirley bands 1-3 (eV): -5.645123 1.459772 10.276434
k=pi/a Gamma-only bands 1-3 (eV): -5.638829 1.459775 10.278119
Shirley largest error, bands 1-3 (meV): 0.0001 0.0004 0.0129
Shirley rms error, bands 1-3 (meV): 0.0001 0.0003 0.0063
Shirley |k|a/2pi of largest error, bands 1-3: 0.2875 0.2500 0.4000
Gamma-only largest error, bands 1-3 (meV): 6.2937 0.0802 1.6853
Gamma-only rms error, bands 1-3 (meV): 2.8531 0.0511 0.6439
Gamma-only |k|a/2pi of largest error, bands 1-3: 0.5000 0.2625 0.5000
Gamma-only size matching largest Shirley error: 21
one edge only, 10 functions, error at -pi/a (meV): 1.3849 0.0002 0.4014
full m/m* at Gamma, bands 1 and 2: 0.167283 -4.604564
Shirley m/m* at Gamma, bands 1 and 2: 0.167283 -4.604560
Gamma-only m/m* at Gamma, bands 1 and 2: 0.171201 -4.603946
Gamma-only m/m* error from force sum, bands 1 and 2: 0.003919 0.000618
N=3, size 9: largest error Shirley 1.294e-02 meV, Gamma-only 6.294e+00 meV
N=4, size 12: largest error Shirley 1.193e-05 meV, Gamma-only 2.149e+00 meV
N=5, size 14: largest error Shirley 9.571e-08 meV, Gamma-only 7.608e-01 meV
width 0.015 nm, size 9: largest error Shirley 1.294e-02 meV, Gamma-only 6.294e+00 meV
width 0.03 nm, size 9: largest error Shirley 6.610e-04 meV, Gamma-only 3.457e-01 meV
width 0.06 nm, size 9: largest error Shirley 4.296e-06 meV, Gamma-only 3.563e-03 meV
width 0.12 nm, size 7: largest error Shirley 5.959e-08 meV, Gamma-only 2.086e-04 meV
```
